Walk-on-spheres for the effective conductivity of two-phase composites

**1. The decision and the model**

Suppose the thickness of a thermal barrier coating is chosen to give a required temperature drop at a given heat flux. At fixed thickness the drop is inversely proportional to the effective conductivity k, so an error in k passes directly into the chosen thickness. The scheme below obtains k from random walkers that cross homogeneous regions in single jumps.

The model is a simple cubic array of spheres of radius a and lattice pitch 1. The matrix has conductivity 1 and the spheres κ. Temperature and normal heat flux are continuous at every interface. Steady conduction does not involve heat capacity, so both phases receive the same fictitious one, and the walker density p obeys

∂p/∂t = ∇·(σ∇p).

Time is in pitch² divided by matrix conductivity. It is a computational clock; real transients need the real heat capacities.

**2. Why displacement and time give k**

Write Af = ∇·(σ∇f), for f continuous with continuous σ∂f/∂n. Integration by parts gives d(E f)/dt = E(Af). Let χ_j be the periodic function that makes h_j = x_j + χ_j satisfy Ah_j = 0. The cell average of σ∂_j h_j is k for each direction j, by cubic symmetry.

Since x_j² + 2x_jχ_j = 2x_jh_j − x_j², and

A(2x_jh_j) = 2∂_j(σh_j) + 2σ∂_jh_j,  A(x_j²) = 2∂_j(σx_j),

subtraction and summation over j give

A(|x|² + 2x·χ) = Σ_j [2∂_j(σχ_j) + 2σ∂_jh_j].

The first term averages to zero over a cell and the second to 6k. A periodic ψ can therefore cancel the fluctuating part, and q = |x|² + 2x·χ + ψ obeys Aq = 6k. For a stopping time T with finite mean, at which the walker is still in a bounded region,

E q(x_T) − q(x_0) = 6k E T.

If T is the exit from a large sphere of radius X, q differs from |x|² by at most order X. Hence

k = lim E|x_T − x_0|² / (6 E T),

with a relative bias of at most order 1/X. Stopping after N jumps serves equally well; if the walker forgets its place in the cell, that bias is of order 1/N.

**3. Exact jumps in a homogeneous ball**

A walker starts at distance ρ from the centre of a ball of radius R and conductivity σ. The function (R² − y²)/(6σ), with y the distance from the centre, vanishes on the surface and has Af = −1. The mean exit time is therefore

τ = (R² − ρ²)/(6σ).

Only mean times enter E T, so no random time is drawn. Coordinates are harmonic, so the mean exit point is the starting point, and

E|Δ|² = R² − 2ρ² + ρ² = R² − ρ² = 6στ.

Let s be the chord from start to exit and μ the cosine between the exit and offset directions. Poisson's kernel gives the exit density per area as (R² − ρ²)/(4πRs³). The area element is 2πR²dμ, and s² = R² + ρ² − 2Rρμ gives |dμ| = s ds/(Rρ). The density of s is then

(R² − ρ²)/(2ρs²).

Thus 1/s is uniform between 1/(R+ρ) and 1/(R−ρ). With U uniform on (0,1),

s = (R² − ρ²)/(R + ρ − 2ρU),  μ = (R² + ρ² − s²)/(2Rρ).

As ρ → 0, μ becomes uniform on (−1,1); code needs that branch or a tiny floor on ρ.

A walker inside a sphere uses the whole sphere as its ball and lands on the interface in one jump. For a matrix walker, let y now be the vector from the nearest sphere centre and n = y/|y|. The ray along n meets the cell face at distance

e = 1/(2 max|n_i|).

Use the ball with centre e n and radius e − a. It touches the sphere at a n. Every other lattice centre is at least e from the ball's centre, so no other sphere is overlapped. The walker's offset is ρ = e − |y|.

This choice shortens the approach to the interface. For a small gap d = R − ρ, the median of 1/s is close to 1/(2d), so the median chord is 2d and the lateral shift about √3 d. The ball and sphere have separated there by

(3d²/2)(1/a + 1/R).

The typical new gap is quadratic in the old one. Once it is below a shell thickness ε, the walker is projected onto the interface.

**4. The jump on an interface**

A ball centred on an interface contains both phases, and for a curved interface the simple exit rule below is only approximate. Let the ball's radius be r. A point at cosine μ to the outward normal lies inside the inclusion if a² + r² + 2arμ < a², that is, μ < μ₀ = −r/(2a). The inclusion covers a fraction f of the ball's surface, whose mean conductivity is s(r):

f = (1 − r/2a)/2,  s(r) = κf + 1 − f.

(The letter s with an argument, or in the formulas below, is this mean, no longer the chord.)

The rule is to exit with density proportional to local conductivity. The walker enters the inclusion with probability κf/s, and μ is then uniform in (−1, μ₀); otherwise μ is uniform in (μ₀, 1).

To find the error, take u with Au = 0 and let M(t) be its σ-weighted mean on the sphere of radius t. The net flux through that sphere is zero, so sM changes only because the intersection circle moves:

d(sM)/dt = (ds/dt) u_c,

where u_c is the mean of u on the circle. Subtracting u₀ ds/dt, with u₀ the value at the centre, and using ds/dt = (1 − κ)/(4a), gives

M(r) − u₀ = [(κ − 1)/(4as)] ∫₀ʳ (u₀ − u_c) dt.

For a multipole of order l, the circle mean is u_c = u₀P_l(1 − t²/2a²). At small r the integrand is u₀ l(l+1)t²/(4a²), so

(M − u₀)/u₀ ≈ (κ − 1) l(l+1) r³/(48 s a³).

The defect is cubic in r and vanishes for a flat interface.

The clock must match this exit rule. The function w = (a² − y²)/(6σ), with y again the distance from the inclusion centre, has Aw = −1 in both phases, is zero on the interface and has the continuous flux −y/3. The mean of y² over the jump sphere is a² + r², so the rule gives w the mean −r²/(6s). The matching clock is

τ = r²/(6s).

With it, the part of q proportional to w is treated exactly; the remainder satisfies Au = 0 and has the cubic defect. This τ need not be the exact mean exit time of the ball.

The mean displacement along n follows by integrating rμ over both caps:

b = [κr(μ₀² − 1)/4 + r(1 − μ₀²)/4]/s = r(1 − κ)(1 − r²/4a²)/(4s).

It points towards the better conductor.

**5. An estimator with less noise**

Squared end-to-end displacements are noisy. With Δ_n = x_{n+1} − x_n,

|x_{n+1} − x_0|² − |x_n − x_0|² = |Δ_n|² + 2Δ_n·(x_n − x_0).

Average over the next jump with x_n fixed. Then Δ_n becomes its mean b_n, which is zero except at an interface. By symmetry b_n averages to zero over the cell, so displacement older than the cell memory does not correlate with it. Replacing x_0 by the position M jumps earlier gives

k = [Σ E|Δ_n|² + 2Σ b_n·(x_n − x_{n−M})]/(6Στ_n).

The first sum is known jump by jump, and only the drift term carries the random past. M must exceed the memory, but a needlessly long lag adds noise. To avoid storing every position, the program saves positions once per block of jumps, so its lag varies between one and two blocks (150 jumps per block in the porous case of section 8, 200 in the dense one). In both cases too short a lag gives too high a k: a fixed lag of 40 jumps overestimates it by about 0.01 in the porous case and 0.3 in the dense one, while lags of 150 and 300 agree within sampling error.

**6. Pseudocode**

    place walkers on interfaces
    discard early jumps until the start is forgotten
    repeat:
        y = position relative to nearest sphere centre
        n = y/|y|
        if | |y| - a | < ε:
            choose phase and μ by the interface rule
            new point = sphere centre + a n + r(direction)
            τ = r²/(6s);  Q = r²
            Q += 2 b n·(position - position M jumps ago)
        else:
            choose the inclusion ball or touching matrix ball
            draw chord, μ and azimuth
            new point = ball centre + R(direction)
            Q = R² - ρ²;  τ = Q/(6σ)
        add Q and τ to this walker's sums
    k = sum(Q)/(6 sum(τ))
    error: scatter of (Q sum - 6k τ sum) between walkers

Positions must be kept unwrapped for the displacement; only y is reduced to the cell. The radius r must be smaller than the gap 1 − 2a between spheres.

A useful diagnostic is the time spent in the inclusions. Uniform density is stationary for the walker equation, so this share must equal the volume fraction φ. An interface jump needs its own division of τ. Take v with Av = −1 in the inclusion and zero outside: v = (a² − y²)/(6κ) inside and (a³/3)(1/y − 1/a) outside. Their σ-weighted contributions to the surface mean are (ar/12)(1 − r/2a)² and −ar/12. The sum is −(r²/12)(1 − r/4a). Dividing by −s gives the inclusion time, and dividing that by τ gives the share (1 − r/4a)/2.

**7. Cost, stability and errors**

A direct comparison in one ball shows the saving. From ρ = 0.5R, fixed steps of 0.05R needed 319 ± 4 steps on average to leave in a sample of 4000 walkers (the radial integral equation for this walk gives 312), where the exact method needs one jump. The small-step time was 0.133 ± 0.002 R²/σ (0.130 from the integral equation) against the exact 0.1250. The last small step overshoots the surface, which permits a mean time up to (1.05² − 0.25)/6 = 0.142 in these units.

In the porous example of section 8, 20% of jumps started on an interface. The mean square jump was 0.0170 pitch², equal to that of 170 independent steps of 0.01 pitch. This compares step counts, not computing times, since one exact jump costs more arithmetic.

There is no time-step stability limit: every clock increment is positive and every exit probability lies between 0 and 1. The statistical error falls as the inverse square root of the number of walkers at fixed walk length.

The error from r can be estimated. Suppose the walk's harmonic function has a flux mismatch J = σ∂u/∂n(outside) − σ∂u/∂n(inside). To leading order this adds Jr/(4s) to M, because the interface disc has area πr² and the sphere 4πr². Cancelling the cubic defect requires

J = (1 − κ) l(l+1) r²u/(12a³).

This is the condition for a surface sheet of conductance (1 − κ)r²/(12a). For the dipole field, l = 1, it shifts the inclusion's conductivity by

δκ = (1 − κ)r²/(6a²).

The accumulated error is thus quadratic in r, although each jump's defect is cubic. Halving r divides it by four and lengthens the run. The shell ε must be small compared with r, and M should be doubled to see whether k moves.

Two limits need care. As κ → 0, entry into a pore becomes rare in proportion to κ, while each stay lengthens as 1/κ. The mean pore time per interface visit stays finite:

(κf/s) · ar(1 − r/2a)/(6κ) = f ar(1 − r/2a)/(6s).

Setting κ = 0 and forbidding entry loses this time. The interface clock r²/(6s) still contains its own pore share, (1 − r/4a)/2. If that share is removed as well, the clock covers only the matrix fraction 1 − φ, and the resulting k must be multiplied by 1 − φ. As κ → ∞, the probability of leaving an inclusion at an interface visit falls as 1/κ, so most jumps go back and forth between an inclusion and its own surface, and the method becomes inefficient.

**8. A porous zirconia coating**

Take yttria-stabilised zirconia at 1273 K with a rough solid conductivity of 2.2 W/(m K) and 15% spherical pores of diameter 1000 nm. A hard-sphere estimate with a rough molecular diameter of 0.37 nm gives the pore gas a mean free path of 285 nm at atmospheric pressure. A rough bulk air value of 0.080 W/(m K), reduced for temperature jumps at the pore walls with a rough jump factor of 1.6, gives

k_gas = 0.080/(1 + 2·1.6·285/1000) = 0.0418 W/(m K),

so κ = 0.0418/2.2 = 0.0190. The pore radius is 0.3296 pitch, the interface jump radius 0.0494 pitch.

The first sum of the estimator alone gives k/k_solid = 0.854, close to the volume average 0.85 + 0.15·0.019 = 0.853. The drift term lowers it to 0.7977 ± 0.0009 (one standard error). A deterministic multipole solution of the same cell gives 0.7961. The difference, about 0.0016, is 1.8 standard errors, or 0.2% of k.

Part of this may be the finite r. With r = 0.15a, δκ = 0.981·0.15²/6 = 0.0037. Maxwell's formula,

k = 1 + 3φ(κ − 1)/[κ + 2 − φ(κ − 1)],

has slope 9φ/[κ + 2 − φ(κ − 1)]² = 0.29, so the expected bias is +0.0011. The run is consistent with this estimate but too noisy to confirm it. The measured time share in the pores, 0.1498 ± 0.0005, agrees with 0.15. Stopping walkers outside a sphere of three pitches and using squared displacement gives 0.806 ± 0.007. The statistical error is much larger. For large spheres the relative scatter of the exit time does not depend on the radius, so longer walks reduce the boundary bias but not this error; more walkers do.

Maxwell's formula itself gives 0.7962 here, so this case hardly separates it from the full solution. A denser array does: for φ = 0.40 and κ = 10, the walk gives 2.392 ± 0.016, the multipole solution 2.364 and Maxwell 2.286. The walk is again 1.8 standard errors high. In this case the estimated r-bias is small and negative, so it does not explain the excess; sampling noise could, and a small lag error is not excluded.

The coating conductivity is

k = 0.7977·2.2 = 1.755 W/(m K).

At 1 MW/m², a 250 μm coating carries

ΔT = (10⁶ W/m²)(250·10⁻⁶ m)/(1.755 W/(m K)) = 142 K,

against 114 K for the dense solid at the same thickness and flux. The solid conductivity is a rough input, so these drops are good to two figures at best; the further digits only let the arithmetic be followed.

**9. The real coating and the limits of use**

Plasma-sprayed zirconia coatings contain flattened pores and cracks, and their conductivity is often nearer 1 W/(m K), a rough figure. The spherical-pore result is therefore high for such a coating, and pore shape is the largest omission sized here. For aligned oblate pores of aspect ratio 0.2, with heat flowing along their short axis and porosity and gas conductivity held fixed, a Maxwell-type estimate gives 1.34 W/(m K), 24% below the walk. Cracks, clustering and sintering are not included.

Other effects are smaller for these inputs. Radiation across the pores, by a far-field estimate, raises k by about 0.0001 W/(m K); the pores are smaller than the main thermal wavelengths, so only the order of magnitude is meant. Emptying the pores lowers k by about 0.01 W/(m K), by the multipole solution; raising the pore pressure from 1 atm to the 10–30 atm of an engine, which nearly removes the temperature-jump reduction, raises it by about the same amount. Radiation through translucent zirconia, with a rough refractive index of 2.1 and extinction coefficient of 30000 m⁻¹, has a diffusive conductivity of 0.09 W/(m K), about 5% of k; at fixed refractive index and extinction coefficient it grows as T³, and it matters more in clearer material. This extinction coefficient is a grey input, not derived from the modelled pores: treated as independent Mie scatterers, 15% pores of 1000 nm give about 10⁵ m⁻¹ at 2–3 μm and a radiative conductivity nearer 0.02–0.03 W/(m K), so only the order of magnitude is meant. The estimated phonon mean free path, 0.55 nm, is far below the 517 nm solid neck, which supports using a bulk conductivity there.

The scheme as written fails if spheres touch, because r must fit in the gap. An interface resistance makes temperature discontinuous and needs another interface rule. Conductivity that depends on temperature makes the steady problem nonlinear. If both phases vary by the same factor, the ratio of k to the matrix conductivity is unchanged and one walk still gives it; if they vary differently, one walk is not enough for a large temperature drop. A random array needs a nearest-surface search and averaging over samples. The printed values are collected in the numerical output.

Values computed for the example and the checks

```
Small steps (0.05 R) per ball exit: 319
Ball exit time, small steps: 0.1330 R^2/sigma
Ball exit time, one jump: 0.1250 R^2/sigma
Temperature: 1273 K
Solid zirconia conductivity (rough): 2.20 W/(m K)
Bulk air conductivity (rough): 0.080 W/(m K)
Gas molecule diameter (rough): 0.37 nm
Gas temperature-jump factor (rough): 1.6
Gas mean free path: 285 nm
Pore gas conductivity: 0.0418 W/(m K)
Conductivity ratio pore/solid: 0.01901
Porosity: 0.15
Pore diameter: 1000 nm
Lattice pitch: 1517 nm
Pore radius: 0.3296 pitch
Interface jump radius: 0.0494 pitch
Counted jumps: 1.850e+07
Fraction of jumps on interface: 0.200
Mean square jump: 0.01698 pitch^2
Steps of 0.01 pitch per jump: 170
k/k_solid without drift term: 0.8539
k/k_solid from walk: 0.7977
Standard error of k/k_solid: 0.0009
k/k_solid from multipoles, dipole: 0.79605
k/k_solid from multipoles, face flux: 0.79605
k/k_solid from Maxwell formula: 0.79621
Clock share in pores: 0.1498
Standard error of clock share: 0.0005
k/k_solid, stop at 3 pitches: 0.8059
Standard error, stop at 3 pitches: 0.0073
Fraction that reached 3 pitches: 1.0000
Dense test, fraction: 0.40, ratio: 10
Dense test, k/k_matrix from walk: 2.3922
Dense test, standard error: 0.0158
Dense test, k/k_matrix from multipoles: 2.3644
Dense test, k/k_matrix from Maxwell: 2.2857
Dense test, clock share in spheres: 0.4000
Coating conductivity: 1.755 W/(m K)
Coating thickness: 250 um
Heat flux: 1.0 MW/m^2
Drop over porous coating: 142.4 K
Drop over dense coating: 113.6 K
Pore radiation, added pore k: 0.00047 W/(m K)
Its change of coating k: 0.000135 W/(m K)
Coating k with empty pores: 1.739 W/(m K)
Refractive index (rough): 2.1
Extinction coefficient (rough): 30000 1/m
Radiative k of translucent solid: 0.092 W/(m K)
Flat pore aspect ratio: 0.2
Flat pore depolarisation factor: 0.750
Coating k with aligned flat pores: 1.335 W/(m K)
Heat capacity (rough): 3.0 MJ/(m^3 K)
Sound speed (rough): 4000 m/s
Phonon mean free path: 0.55 nm
Solid neck between pores: 517 nm
```
